\section*{Charge Transition Levels of Defects and Their Independence of Oxygen Chemical Potential}

\section{The question}

The oxide in a memory capacitor can lose oxygen to an electrode, or gain it during an anneal. Each missing oxygen atom leaves a vacancy that may hold electrons or release them, and dopants compete with the vacancies for those electrons. At a given Fermi level, the oxygen supply affects how readily vacancies form. It is less obvious whether it also moves the Fermi level at which a given vacancy changes its charge.

It does not, provided that the two charge states are states of one defect with the same atomic composition. Their formation energies are equal at a single Fermi level, and the oxygen chemical potential drops out of that level. The Fermi level which the sample adopts is a different quantity and can respond to oxygen. Both statements are derived below and evaluated for a model crystal.

\section{Formation energy and sign conventions}

Let a defect $D$ be made by removing $m$ oxygen atoms from a host crystal and adding $n_X$ dopant atoms $X$. Its charge is $q$ in units of the elementary charge, so $q>0$ means that $q$ electrons have been removed. Energies are in eV, the natural unit for levels in a gap. The symbols are:
\begin{itemize}
\item $E(q)$, the total energy of the cell with the defect, relaxed separately for each charge;
\item $E_{\rm h}$, the energy of the same cell without the defect;
\item $\mu_{\rm O}$ and $\mu_X$, the energies per atom in the atomic reservoirs;
\item $E_{\rm v}$, the valence-band maximum of the host, and $F$, the Fermi level measured from it.
\end{itemize}
The electron reservoir then has chemical potential $E_{\rm v}+F$. Removed oxygen atoms and electrons enter their reservoirs and add energy there; added dopants leave theirs. The balance is
\begin{equation}
E_{\rm f}(q)=E(q)-E_{\rm h}+m\mu_{\rm O}-n_X\mu_X+q(E_{\rm v}+F).
\label{eq:formation}
\end{equation}
The defects are assumed dilute, so that one defect changes neither the host nor the energy of another. $F$ and $\mu_{\rm O}$ are independent variables at this point; charge neutrality, which ties them together, is imposed later.

All electronic energies must share one potential zero. If every electron energy is raised by $v$, a host with $N_e$ electrons gains $N_ev$ and the defect cell gains $(N_e-q)v$. Their difference changes by $-qv$, while the reservoir term changes by $+qv$. The sum is unchanged. (For a neutral vacancy the electron count must follow the removed atom; in the model below the neutral anion carries no electrons away. In a real calculation the nuclei feel the same potential shift, and each neutral atom's contribution cancels.)

\section{The level from equal formation energies}

Take two charges $q\ne q'$ of the same defect. Subtracting \eqref{eq:formation} for $q'$ from that for $q$ gives
\begin{align}
E_{\rm f}(q)-E_{\rm f}(q')
={}&E(q)-E(q')+(E_{\rm h}-E_{\rm h})\nonumber\\
&+(m-m)\mu_{\rm O}-(n_X-n_X)\mu_X\nonumber\\
&+(q-q')(E_{\rm v}+F)\nonumber\\
={}&E(q)-E(q')+(q-q')(E_{\rm v}+F).
\label{eq:difference}
\end{align}
The host energy and all atomic chemical potentials cancel because both charge states have the same atoms. Setting the left side to zero and dividing by the nonzero number $q-q'$ yields
\begin{equation}
\boxed{\;\varepsilon(q/q')=\frac{E(q')-E(q)}{q-q'}-E_{\rm v}\;}
\label{eq:level}
\end{equation}
The difference \eqref{eq:difference} is linear in $F$ with nonzero slope, so this root exists and is unique. It may fall outside the gap, in which case it is not a gap level.

Nothing in \eqref{eq:level} depends on $\mu_{\rm O}$, hence
\begin{equation}
\left(\frac{\partial\varepsilon(q/q')}{\partial\mu_{\rm O}}\right)_T=0 .
\end{equation}
In a plot of formation energy against $F$, a change $\delta\mu_{\rm O}$ lifts both lines by $m\,\delta\mu_{\rm O}$. Their crossing moves vertically and keeps its horizontal position. Changing the reference energy of oxygen has the same effect and is equally harmless.

Eliminating the total energies from \eqref{eq:difference} with \eqref{eq:level} gives a form useful for the rest of the work:
\begin{equation}
E_{\rm f}(q)-E_{\rm f}(q')=(q-q')\,[F-\varepsilon(q/q')].
\label{eq:compact}
\end{equation}
For $q>q'$ the right side is negative below the level. The more positive state is therefore favoured at low $F$, where the electron reservoir accepts electrons at low energy.

If vibrations matter, each $E(q)$ is replaced by the free energy of that charge state at temperature $T$. The level can then vary with $T$, but the cancellation at fixed $T$ is the same. Finite-cell corrections for charged defects are added to $E(q)$ before \eqref{eq:level} is used. They depend on charge and cell, not on the oxygen reservoir. An error $\delta$ in $E(q')-E(q)$ produces an error $\delta/(q-q')$ in the level.

\section{When the crossing is a stable transition}

Equality of two formation energies makes the two states equally favourable relative to each other. A third charge state may still lie lower. For a vacancy with charges $2+$, $+$ and $0$, \eqref{eq:level} gives
\begin{align}
\varepsilon(2+/+)&=E(+)-E(2+)-E_{\rm v},\\
\varepsilon(+/0)&=E(0)-E(+)-E_{\rm v}.
\end{align}
Adding these removes $E(+)$, and division by two gives
\begin{equation}
\frac{\varepsilon(2+/+)+\varepsilon(+/0)}2
=\frac{E(0)-E(2+)}2-E_{\rm v}=\varepsilon(2+/0).
\label{eq:mean}
\end{equation}
Subtracting them defines
\begin{equation}
U=\varepsilon(+/0)-\varepsilon(2+/+)=E(0)+E(2+)-2E(+).
\label{eq:U}
\end{equation}
By \eqref{eq:compact}, the singly charged state beats $2+$ when $F>\varepsilon(2+/+)$ and beats the neutral state when $F<\varepsilon(+/0)$. Both conditions can hold over an interval only if $U>0$; its width is $U$. For $U<0$ the vacancy passes directly from $2+$ to $0$.

The height of the third line at the $2+/0$ crossing confirms this. Setting $F=\varepsilon(2+/0)$ and using \eqref{eq:mean},
\begin{align}
E_{\rm f}(+)-E_{\rm f}(0)
&=\varepsilon(2+/0)-\varepsilon(+/0)\nonumber\\
&=\frac{\varepsilon(2+/+)-\varepsilon(+/0)}2=-\frac U2 .
\label{eq:height}
\end{align}
For $U<0$ the singly charged state lies $|U|/2$ above the crossing; for $U>0$ it lies $U/2$ below. Since $U$ contains no $\mu_{\rm O}$, oxygen supply cannot change this ordering either.

\section{Populations at finite temperature}

Let $g_q$ be the number of degenerate internal states of charge state $q$. In the dilute limit, its concentration per available site is $c_q=g_q\exp[-E_{\rm f}(q)/kT]$. Equation \eqref{eq:compact} then gives
\begin{equation}
\frac{c_q}{c_{q'}}=\frac{g_q}{g_{q'}}
\exp\!\left[-\frac{(q-q')(F-\varepsilon)}{kT}\right].
\label{eq:ratio}
\end{equation}
Equal populations require the logarithm of the right side to vanish:
\begin{equation}
F_{\rm eq}=\varepsilon(q/q')+\frac{kT}{q-q'}\ln\frac{g_q}{g_{q'}} .
\label{eq:equal}
\end{equation}
Equal formation energies thus mean equal populations if the degeneracies are equal. Otherwise there is a thermal shift, also free of $\mu_{\rm O}$.

The same ratio applies when vacancies have been frozen in after an anneal and exchange only electrons. One then conditions on the presence of a vacancy. The common factor $\exp(-m\mu_{\rm O}/kT)$ appears in the weight of every charge state and cancels on normalization. The level therefore remains useful at temperatures where oxygen no longer moves.

\section{A model crystal}

\subsection{Energies and electron count}

The example is a ring of $N=20$ cells with one cation $s$ orbital and one anion $p$ orbital per cell. Its parameters are round numbers and do not represent a particular oxide. The orbital energies are $6$ and $0$ eV. Each anion couples to its two cation neighbours with hoppings $+t$ and $-t$, where $t=1$ eV; the opposite signs reflect the two lobes of the $p$ orbital. For wavevector $k$ times cell length, the coupling has magnitude $t|1-e^{ik}|=2t|\sin(k/2)|$. Diagonalizing the two-orbital matrix gives, in eV,
\begin{equation}
E_\pm(k)=3\pm\sqrt{9+4\sin^2(k/2)} .
\end{equation}
The band edges are at $k=0$, with $E_{\rm v}=0$ and a gap of $6$ eV.

Each cation supplies two electrons and a neutral anion supplies none, so the host has $2N$ electrons. Removing a neutral anion removes its orbital but no electron. The $N-1$ remaining valence states hold $2N-2$ electrons, and two are left for the vacancy. Charge $q$ thus corresponds to $2N-q$ electrons. The removed anion has zero energy in this model, and $\mu_{\rm O}$ is measured from that zero.

The two cations facing the vacancy are coupled by
\begin{equation}
h(x)=-2.5\,e^{-x/(2\,\text{\AA})}\ {\rm eV},
\end{equation}
where $x$ is the increase of their separation. The elastic cost is $\tfrac12Kx^2$ with $K=5$ eV/\AA$^2$. Levels are filled with two electrons each, the elastic cost is added, and the sum is minimized over $|x|\le1.5$ \AA{} for every charge. The range is part of the model: at much larger inward displacements the exponential hopping would outrun the quadratic elastic cost, and the energy would have no lower bound. There is no long-range Coulomb interaction.

The relaxed energies relative to the host, $\Delta E(q)=E(q)-E_{\rm h}$, are
\begin{center}
\begin{tabular}{crr}
charge & $\Delta E$ (eV) & $x$ (\AA)\\
$2+$ & $0.4997$ & $-0.025$\\
$+$ & $4.0469$ & $-0.305$\\
$0$ & $7.1424$ & $-0.702$
\end{tabular}
\end{center}
Electrons in the bond pull the cations together. A small inward displacement survives in the $2+$ state. There the filled valence states are the sole electronic contribution, so their summed energy must fall slightly as the cations approach.

\subsection{Transition levels}

Because $E_{\rm v}=0$ and $E_{\rm h}$ cancels, \eqref{eq:level} gives
\begin{align}
\varepsilon(2+/+)&=4.0469-0.4997\approx3.55\ {\rm eV},\\
\varepsilon(+/0)&=7.1424-4.0469\approx3.10\ {\rm eV},\\
\varepsilon(2+/0)&=\frac{7.1424-0.4997}{2}\approx3.32\ {\rm eV}.
\end{align}
The last value is $5.32\times10^{-19}$ J. The order of the first two is reversed relative to a defect with a stable $+$ state: $U=-0.45$ eV. By \eqref{eq:height}, the $+$ state lies $0.23$ eV above the $2+/0$ crossing.

The negative sign follows from relaxation in this model. At fixed $x$, both bond electrons occupy the same spin-degenerate level, and therefore
\begin{equation}
E(+;x)=\tfrac12[E(0;x)+E(2+;x)].
\end{equation}
The minimum of a sum is no lower than the sum of the separate minima. Minimizing both sides gives $E(+)\ge\tfrac12[E(0)+E(2+)]$, or $U\le0$ by \eqref{eq:U}.

Now let two electrons in the bond repel by a constant $1$ eV. Of the three energies in the table, this raises only $E(0)$, without moving its minimum. It raises $\varepsilon(+/0)$ by $1$ eV to $4.10$ eV and $\varepsilon(2+/0)$ by half as much to $3.82$ eV, while $\varepsilon(2+/+)$ stays at $3.55$ eV. The result is $U=+0.55$ eV, and the $+$ state is stable between $3.55$ and $4.10$ eV. The $2+/0$ crossing still exists, but it lies above the $+$ line and is not a stable transition.

\subsection{Changing the oxygen supply}

Without pair repulsion, the neutral formation energy is $7.1424\ {\rm eV}+\mu_{\rm O}$, since $m=1$. At the $2+/0$ crossing both states have this energy:
\begin{center}
\begin{tabular}{ccc}
$\mu_{\rm O}$ (eV) & crossing $F$ (eV) & $E_{\rm f}$ there (eV)\\
$-1$ & $3.32$ & $6.14$\\
$-2$ & $3.32$ & $5.14$\\
$-3$ & $3.32$ & $4.14$
\end{tabular}
\end{center}
At a given Fermi level, a lower $\mu_{\rm O}$ makes vacancies easier to form. The crossing moves down in energy but stays at the same Fermi level.

Root finding on the formation energies reproduced \eqref{eq:level} for all three charge pairs, with and without repulsion, at each $\mu_{\rm O}$. In a separate test, the charge of lowest formation energy was sought among $-1$, $0$, $1$, $2$ and $3$ on a Fermi-level grid of $0.001$ eV. Its jumps fell at the predicted levels within one grid step: one jump for $U<0$, two for $U>0$. A uniform potential shift left the $2+/0$ level unchanged, and enlarging the ring to 30 cells changed it by less than $10^{-5}$ eV. This last result concerns the short-range model and says nothing about the size convergence of charged cells with Coulomb interactions.

\subsection{Two quantities that differ from the level}

The first is the one-electron eigenvalue. In the relaxed neutral geometry $x_0$, without repulsion, the occupied bond level lies at $2.78$ eV. Since filling is additive, this eigenvalue equals $E(0;x_0)-E(+;x_0)$, with $E_{\rm v}=0$. The transition level uses $E(+)$ at its own minimum, which is no higher than $E(+;x_0)$. Hence
\begin{equation}
\varepsilon(+/0)=E(0)-E(+)\ge E(0;x_0)-E(+;x_0).
\end{equation}
The difference, $3.10-2.78=0.32$ eV, is the energy released when the $+$ state relaxes from the neutral geometry. The eigenvalue at the neutral geometry therefore cannot replace \eqref{eq:level} here.

The second is the Fermi level of equal populations. With repulsion, the $+$ state has two spin states and $2+$ has one. At $1000$ K, $kT=0.0862$ eV, and \eqref{eq:equal} gives
\begin{equation}
F_{\rm eq}=3.547+0.0862\ln\tfrac12\approx3.49\ {\rm eV}.
\end{equation}
The spin entropy of the $+$ state lets it reach equal population $0.06$ eV below the energetic crossing. Populations obtained by enumerating the spin occupations agree with this at all three values of $\mu_{\rm O}$.

\section{Where oxygen does enter}

\subsection{Defects of different composition}

Let defects $A$ and $B$ have removed $m_A$ and $m_B$ oxygen atoms and have different charges. Their formation energies are equal when
\begin{equation}
E_A-E_B+(m_A-m_B)\mu_{\rm O}+(q_A-q_B)(E_{\rm v}+F)=0,
\end{equation}
with equal dopant content assumed. Differentiating at fixed energies gives
\begin{equation}
\frac{dF}{d\mu_{\rm O}}=-\frac{m_A-m_B}{q_A-q_B}.
\label{eq:mixed}
\end{equation}
This vanishes only for equal oxygen counts. Such a crossing compares two compositions and is not a charge transition level of one defect.

A doubly positive divacancy in the model, made by removing two neighbouring anions and letting both cation-cation bonds shorten equally, by $0.44$ \AA{} each, has $\Delta E=5.5940$ eV. Its crossing with the neutral single vacancy, without pair repulsion, is at
\begin{equation}
F=\frac{7.1424-5.5940-\mu_{\rm O}}2\ {\rm eV},
\end{equation}
with $\mu_{\rm O}$ in eV. For $\mu_{\rm O}=-1$, $-2$ and $-3$ eV this is $1.27$, $1.77$ and $2.27$ eV. The slope is $-1/2$, as \eqref{eq:mixed} requires for $m_A-m_B=1$ and $q_A-q_B=2$. The pair was chosen to show this slope, and the crossing does not lie on the lower boundary: the single vacancy prefers $2+$ below $3.32$ eV, and the divacancy prefers $4+$ below about $2.25$ eV. The same caution applies to a dopant with and without a bound vacancy.

\subsection{The Fermi level of a doped sample}

Suppose that ionized acceptors, with fixed concentration $a$ per anion site, are compensated mainly by $2+$ vacancies. Neutrality requires $2c_{2+}=a$. With $g_{2+}=1$ and $c_{2+}\ll1$,
\begin{equation}
\frac a2=\exp\!\left[-\frac{\Delta E(2+)+\mu_{\rm O}+2(E_{\rm v}+F)}{kT}\right].
\end{equation}
Taking the logarithm and solving for $F$,
\begin{equation}
F=\tfrac12\left[kT\ln\frac2a-\Delta E(2+)-\mu_{\rm O}\right]-E_{\rm v}.
\label{eq:neutral}
\end{equation}
Thus $dF/d\mu_{\rm O}=-1/2$ in this regime. The vacancy concentration is held at $a/2$ by the dopants, so its formation energy must stay constant, and $F$ rises to offset a lower $\mu_{\rm O}$.

For $a=10^{-3}$ at $1000$ K, $kT\ln(2/a)=0.655$ eV. At $\mu_{\rm O}=-2$ eV,
\begin{equation}
F\approx\tfrac12(0.655-0.500+2)=1.08\ {\rm eV}.
\end{equation}
The full neutrality equation, with all three vacancy charges, pair repulsion and $10^{-2}$ effective states per anion site in each band, gives $0.58$, $1.08$ and $1.58$ eV for $\mu_{\rm O}=-1$, $-2$ and $-3$ eV. At the first value, holes supply about $1\%$ of the compensating charge, and $c_{2+}$ is $4.94\times10^{-4}$ instead of $5.00\times10^{-4}$. The band density $10^{-2}$ is an assumed number, not that of the ring. The valence band $E_-(k)$ itself has about $0.43$ effective states per cell at $1000$ K. With it, holes supply about $40\%$ of the charge at $\mu_{\rm O}=-1$ eV and $F$ is $0.60$ eV, so that point leaves the vacancy-compensated regime. The other two values of $F$ are unchanged. The regime ends when band carriers, other vacancy charges or vacancy clusters contribute appreciably to the charge balance.

The sample's Fermi level moves by $1$ eV while $\varepsilon(2+/+)$ remains at $3.55$ eV. By \eqref{eq:ratio}, the ratio $c_+/c_{2+}$ then grows by $\exp(1/0.0862)$, about $10^5$, although $2+$ still dominates. Oxygen supply can therefore alter the charge populations of a sample through $F$, without altering the level.

\section{Use in a calculation}

\begin{enumerate}
\item Relax every plausible charge state of one fixed composition. Apply charge corrections and put $E_{\rm v}$ on the same potential scale.
\item Obtain the levels from \eqref{eq:level}. No oxygen reference is needed.
\item Find the lowest formation energy throughout the gap, and report as stable transitions only the crossings on that lower boundary.
\item Introduce $\mu_{\rm O}$ for concentrations, and solve charge neutrality for the actual $F$. This step holds for a bulk sample. For $a=10^{-3}$, an oxygen density near $5.5\times10^{22}$ cm$^{-3}$ and a relative permittivity of $20$ to $30$, the depletion width for $1$ V is $6$ to $8$ nm. In a capacitor film of about $10$ nm, the position of $F$ relative to the bands therefore follows from the electrodes and Poisson's equation rather than from local neutrality.
\end{enumerate}
A negative formation energy in the last step signals that the dilute description has failed. In the model at $\mu_{\rm O}=-3$ eV, the $2+$ line is negative for $F<(3-0.4997)/2\approx1.25$ eV. The neutral-sample value of $1.58$ eV lies above this limit. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
cells 20; anion, cation energy 0.0, 6.0 eV
chain hopping 1.0 eV; bond hopping 2.5 eV
bond decay length 2.0 angstrom
stiffness 5.0 eV/angstrom^2; pair repulsion 1.0 eV
VBM 0.0000 eV; band gap 6.0000 eV
host total energy -12.3887 eV
q=2: E(q)-E_host, no repulsion 0.4997 eV; displacement -0.0247 angstrom
q=1: E(q)-E_host, no repulsion 4.0469 eV; displacement -0.3052 angstrom
q=0: E(q)-E_host, no repulsion 7.1424 eV; displacement -0.7018 angstrom
q=0: E(q)-E_host, with repulsion 8.1424 eV
no repulsion: stable charges in gap [2, 0]
  level(2/1) = 3.5473 eV above VBM
  level(1/0) = 3.0955 eV above VBM
  level(2/0) = 3.3214 eV above VBM
  U = -0.4518 eV
with repulsion: stable charges in gap [2, 1, 0]
  level(2/1) = 3.5473 eV above VBM
  level(1/0) = 4.0955 eV above VBM
  level(2/0) = 3.8214 eV above VBM
  U = 0.5482 eV
mu=-1.0 eV: no-repulsion 2/0 crossing 3.3214 eV, formation energy there 6.1424 eV
mu=-2.0 eV: no-repulsion 2/0 crossing 3.3214 eV, formation energy there 5.1424 eV
mu=-3.0 eV: no-repulsion 2/0 crossing 3.3214 eV, formation energy there 4.1424 eV
main level 2/0, no repulsion: 5.3214e-19 J
change of 2/0 level from 20 to 30 cells 4.4e-16 eV
frozen neutral-geometry eigenvalue 2.7762 eV above VBM
temperature 1000 K; kT 0.08617 eV
equal 2/1 populations, with repulsion: F = 3.4876 eV
divacancy(2+) E-E_host 5.5940 eV
mu=-1.0 eV: divacancy(2+)/vacancy(0) crossing 1.2742 eV
mu=-2.0 eV: divacancy(2+)/vacancy(0) crossing 1.7742 eV
mu=-3.0 eV: divacancy(2+)/vacancy(0) crossing 2.2742 eV
slope of that crossing with mu -0.5000 (dimensionless)
acceptors 1.0e-03, band states 1.0e-02 per anion site
mu=-1.0 eV: neutral-sample F 0.5782 eV; 2+ vacancies per site 4.939e-04
mu=-2.0 eV: neutral-sample F 1.0777 eV; 2+ vacancies per site 5.000e-04
mu=-3.0 eV: neutral-sample F 1.5776 eV; 2+ vacancies per site 5.000e-04
mean slope of neutral-sample F with mu -0.4997 (dimensionless)
\end{verbatim}
